# Free induction decay in a dilute spin bath: Gaussian or exponential?

**Q:** I have an ensemble of spin centres in a dilute bath of other spins. Each centre feels the sum of many random dipolar shifts, so by the central limit theorem its free induction decay is Gaussian. Averaging over centres should leave a Gaussian. The squared width is a sum over bath spins, so the decay rate should grow as the square root of the concentration. What could go wrong?

**A:** Two different averages are being merged. Take one centre first, with its bath spins at fixed places. What Hamiltonian do you have in mind?

**Q:** Electron spins 1/2 for both centre and bath, in a high field along $z$.

**A:** Then the dipolar interaction between the centre $\mathbf S$ and bath spin $\mathbf I_j$, at distance $r_j$ in the direction $\hat{\mathbf r}_j$, is

$$
\frac{H_j}{\hbar}=\frac{D}{r_j^3}\left[\mathbf S\cdot\mathbf I_j-3(\mathbf S\cdot\hat{\mathbf r}_j)(\mathbf I_j\cdot\hat{\mathbf r}_j)\right],\qquad D=\frac{\mu_0(g\mu_B)^2}{4\pi\hbar}.
$$

I assume that the centre's resonance is detuned from the bath by much more than their coupling. Terms that flip either spin then cost energy and drop out at leading order. What remains is

$$
\frac{H}{\hbar}=S_z\sum_j A_jI_{zj},\qquad A_j=\frac{D(1-3\cos^2\theta_j)}{r_j^3},
$$

where $\theta_j$ is the angle between $\hat{\mathbf r}_j$ and the field. I also assume that bath spins do not flip during the decay, because local detunings between them exceed their mutual couplings. These detunings need a source beyond the dipolar fields themselves, such as hyperfine or strain inhomogeneity; identical bath spins without it exchange by flip-flops, which slows the decay of the centre somewhat.

If bath spin $j$ has $I_{zj}=m_j=\pm\tfrac12$, the two levels of the centre are shifted by $\pm\tfrac12\sum_jA_jm_j$ in angular frequency. Their coherence, in the frame rotating at the unshifted frequency, acquires the factor $\exp(-i\sum_jA_jm_jt)$. In an unpolarised bath both signs are equally likely and independent. If the bath states, frozen within each run, are redrawn at random between runs, repeating the experiment on the same centre gives

$$
L(t)=\prod_j\tfrac12\left(e^{-iA_jt/2}+e^{iA_jt/2}\right)=\prod_j\cos(a_jt),\qquad a_j=\tfrac12A_j .
$$

**Q:** And a product of many cosines is a Gaussian.

**A:** Expand its logarithm, using $\ln\cos x=-x^2/2-x^4/12-\dots$:

$$
\ln L=-\frac{\sigma^2t^2}{2}-\frac{t^4}{12}\sum_ja_j^4-\dots,\qquad \sigma^2=\sum_ja_j^2 .
$$

Since $\sum_ja_j^4\le\sigma^4$, the Gaussian is good for every centre when $\sigma t\ll1$. How good it remains at $\sigma t=\sqrt2$, where it has fallen to $1/e\approx0.37$, depends on how many couplings share $\sigma^2$. With $N$ equal ones, $\sum_ja_j^4=\sigma^4/N$, and the signal at that time is $\cos^N\!\sqrt{2/N}$: 0.16 for $N=1$, 0.29 for $N=2$ and 0.33 for $N=4$. If one spin supplies nearly all of $\sigma^2$, the signal is close to a single cosine, which goes negative and comes back. A share of just over half is usually not enough for that, because the other spins damp the signal first.

**Q:** Then let me suppose that each centre is Gaussian anyway. Is the ensemble average not still a Gaussian?

**A:** It would be if all centres had the same $\sigma$. Here they do not, and the average over positions can be done without assuming any shape for the single-centre decay. Divide space into small cells of volume $dV$. Each holds a bath spin with probability $n\,dV$, independently of the others, where $n$ is the bath density. Suppose a spin at $\mathbf r$ multiplies the signal by $h(\mathbf r)$. The cell then contributes on average

$$
(1-n\,dV)\cdot1+n\,dV\,h(\mathbf r)=1-n\,dV\,[1-h(\mathbf r)].
$$

Independence lets us multiply these averages. For small cells $\ln(1-\epsilon)\to-\epsilon$, so the logarithms add up to

$$
\Big\langle\prod_jh(\mathbf r_j)\Big\rangle=\exp\left\{-n\int d^3r\,[1-h(\mathbf r)]\right\}. \tag{1}
$$

For us $h=\cos(at)$, with $a(\mathbf r)=D(1-3\cos^2\theta)/(2r^3)$.

**Q:** The exponent is linear in $n$. That already contradicts my square root, unless the time dependence repairs it. A Gaussian $\exp(-Cnt^2)$ also has an exponent linear in $n$, and its rate goes as $\sqrt n$.

**A:** That is the right question, and dimensions answer it. For point dipoles filling all space, the integral in (1) is a volume. The one volume available is $Dt$, so the exponent must be a number times $nDt$. An exponent linear in $n$ is then also linear in $t$. Your $t^2$ would need a second length, and the model has none so far.

Physically, a bath spin scrambles the phase by time $t$ if it lies within a distance of order $(Dt)^{1/3}$. The mean number of such spins is of order $nDt$. In a plane the same count gives $n_2(Dt)^{2/3}$, with $n_2$ the areal density, so the linear law belongs to $1/r^3$ couplings in three dimensions.

**Q:** What is the number?

**A:** Put $u=1/r^3$. Then $r^2dr=\tfrac13d(r^3)=\tfrac13d(1/u)=-du/(3u^2)$. As $r$ runs from 0 to infinity, $u$ runs from infinity to 0, which absorbs the minus sign. With $x=\cos\theta$ and $\beta=\tfrac12Dt|1-3x^2|$ for $t>0$,

$$
\int d^3r\,[1-\cos(at)]=\int d\Omega\,\frac13\int_0^\infty\frac{1-\cos(\beta u)}{u^2}\,du .
$$

The absolute value is allowed because the cosine is even. Setting $v=\beta u$ takes out one factor $\beta$, and integration by parts gives

$$
\int_0^\infty\frac{1-\cos v}{v^2}dv=\left[-\frac{1-\cos v}{v}\right]_0^\infty+\int_0^\infty\frac{\sin v}{v}dv=\frac\pi2 .
$$

The bracket vanishes at both ends. For the last integral write $1/v=\int_0^\infty e^{-pv}dp$ and do the $v$ integral first, which leaves $\int_0^\infty dp/(1+p^2)=\pi/2$.

The angular integral changes sign at $x=1/\sqrt3$:

$$
\int_0^1|1-3x^2|dx=\left[x-x^3\right]_0^{1/\sqrt3}-\left[x-x^3\right]_{1/\sqrt3}^1=2\cdot\frac{1}{\sqrt3}\cdot\frac23=\frac{4}{3\sqrt3}.
$$

This is also the mean over the sphere, so $\int d\Omega\,|1-3x^2|=4\pi\cdot4/(3\sqrt3)$. Collecting the factors,

$$
n\cdot\frac13\cdot\frac\pi2\cdot\frac{Dt}{2}\cdot4\pi\cdot\frac{4}{3\sqrt3}=\frac{4\pi^2}{9\sqrt3}\,nDt ,
$$

and hence

$$
\langle L(t)\rangle=e^{-\Gamma t},\qquad \Gamma=\frac{4\pi^2}{9\sqrt3}\,Dn\approx2.53\,Dn . \tag{2}
$$

**Q:** So the ensemble signal is exponential. But you used the cosines. Had you used my Gaussians, would you have found a Gaussian?

**A:** No. Put $h=\exp(-a^2t^2/2)$ into (1). The radial integral becomes

$$
\int_0^\infty\frac{1-e^{-\beta^2u^2/2}}{u^2}du=\beta^2\int_0^\infty e^{-\beta^2u^2/2}du=\beta\sqrt{\frac\pi2},
$$

again by parts with vanishing end terms. It replaces $\beta\pi/2$, and nothing else changes. So

$$
\langle e^{-\sigma^2t^2/2}\rangle=e^{-\Gamma_Gt},\qquad \Gamma_G=\frac{\sqrt{\pi/2}}{\pi/2}\,\Gamma=\sqrt{\frac2\pi}\,\Gamma\approx0.80\,\Gamma . \tag{3}
$$

"Gaussian centres average to an exponential" thus gives the right law with a rate about 20% below the true one.

**Q:** I find that hard to picture. Each Gaussian starts flat, with zero slope at $t=0$. How can their average start with a finite slope?

**A:** Because no time is early for all centres. Equation (3) contains the whole distribution of $\sigma$. Write $s=t^2/2$, so $t=\sqrt{2s}$:

$$
\langle e^{-s\sigma^2}\rangle=e^{-\Gamma_G\sqrt{2s}} . \tag{4}
$$

This is the Laplace transform of the distribution of $\sigma^2$, and it determines that distribution. I claim that $\sigma$ is distributed as $\Gamma_G/|Z|$, where $Z$ is a normal variable of zero mean and unit variance. With $c=\Gamma_G\sqrt{2s}$, that choice gives

$$
\langle e^{-s\Gamma_G^2/Z^2}\rangle=\sqrt{\frac2\pi}\,J(c),\qquad J(c)=\int_0^\infty\exp\left(-\frac{z^2}{2}-\frac{c^2}{2z^2}\right)dz .
$$

Differentiating produces a factor $-c/z^2$. The substitution $w=c/z$, for which $dw=-(c/z^2)dz$, swaps the two terms in the exponent and returns the same integral: $dJ/dc=-J$. Since $J(0)=\sqrt{\pi/2}$, we have $J=\sqrt{\pi/2}\,e^{-c}$, which reproduces (4).

A large width means a small $|Z|$. The density of $|Z|$ at zero is $\sqrt{2/\pi}$, so for $q\gg\Gamma_G$

$$
P(\sigma>q)=P(|Z|<\Gamma_G/q)\approx\sqrt{\frac2\pi}\,\frac{\Gamma_G}{q}.
$$

At a short time $t$, the centres with $\sigma>1/t$ have, as a group, already lost most of their signal. Their fraction is about $\sqrt{2/\pi}\,\Gamma_Gt$, linear in $t$. Taking each centre as its Gaussian, these few account for about 63% of the signal lost by time $t$, and those with $\sigma$ between $1/(3t)$ and $1/t$ supply about 64% of the rest, while the majority have hardly begun.

**Q:** And the mean of $\sigma^2$, which I would have used for the width?

**A:** It diverges. The tail gives $\sigma$ a density falling as $1/\sigma^2$, and $\int\sigma^2\cdot\sigma^{-2}d\sigma$ has no upper limit. In the spectrum this appears as a Lorentzian. Averaged over positions and bath states, the shift $\omega$ satisfies $\langle e^{-i\omega t}\rangle=e^{-\Gamma|t|}$, whose Fourier transform is the line

$$
p(\omega)=\frac{1}{2\pi}\int_{-\infty}^{\infty}e^{i\omega t-\Gamma|t|}dt=\frac{1}{\pi}\frac{\Gamma}{\omega^2+\Gamma^2},
$$

with half-width $\Gamma$ and no finite second moment.

**Q:** You said that a single centre need not be Gaussian. How bad is it in the dilute bath? There are infinitely many bath spins, after all.

**A:** The excess kurtosis of the centre's own shift measures it; for a Gaussian it is zero. For fixed positions the shift is $\omega=\sum_j\epsilon_ja_j$ with random signs $\epsilon_j=\pm1$. In $\langle\omega^4\rangle$ only terms with paired signs survive:

$$
\langle\omega^4\rangle=\sum_ja_j^4+3\sum_{j\ne k}a_j^2a_k^2=3\sigma^4-2\sum_ja_j^4 .
$$

The excess kurtosis $\langle\omega^4\rangle/\sigma^4-3$ is therefore $-2R$, with $R=\sum_ja_j^4/\sigma^4$. For $N$ equal couplings $R=1/N$.

To average $R$ over positions, use $1/\sigma^4=\int_0^\infty s\,e^{-s\sigma^2}ds$. We then need $\langle\sum_ja_j^4e^{-s\sigma^2}\rangle$. Pick the cell that holds spin $j$; it contributes $n\,dV\,a^4e^{-sa^2}$. The remaining cells are independent of it and average to (4). Thus

$$
\Big\langle\sum_ja_j^4e^{-s\sigma^2}\Big\rangle=\left[n\int d^3r\,a^4e^{-sa^2}\right]e^{-K(s)},\qquad K(s)=n\int d^3r\,(1-e^{-sa^2})=\Gamma_G\sqrt{2s}.
$$

The bracket is $-K''(s)=\tfrac{\sqrt2}{4}\Gamma_Gs^{-3/2}$. With $y=\Gamma_G\sqrt{2s}$, so that $dy=\Gamma_G\,ds/\sqrt{2s}$,

$$
\langle R\rangle=\int_0^\infty\frac{\sqrt2}{4}\,\Gamma_Gs^{-1/2}e^{-\Gamma_G\sqrt{2s}}ds=\frac12\int_0^\infty e^{-y}dy=\frac12 .
$$

The mean excess kurtosis is $-1$ at any density. In this measure a centre is, on average, as far from Gaussian as one with two equal neighbours. The distant spins are numerous, but their couplings are too small to restore the central limit theorem.

I also drew 30 000 random centres by computer, each with its 200 nearest bath spins. In 64% of them a single spin supplied more than half of $\sigma^2$. At the time $\sqrt2/\sigma$, where each centre's Gaussian has fallen to $1/e=0.368$, the mean of the true signals was 0.275.

**Q:** Then where does my square root come from? Real spins cannot come arbitrarily close, so my second moment is finite.

**A:** Let no bath spin be nearer than $r_0$. Averaging $\sigma^2$ over positions gives

$$
\sigma_{\rm rms}^2=n\int_{r>r_0}a^2d^3r=\frac{nD^2}{4}\int_{r_0}^\infty\frac{dr}{r^4}\int d\Omega\,(1-3x^2)^2 .
$$

The radial integral is $1/(3r_0^3)$. The angular one is $4\pi\int_0^1(1-6x^2+9x^4)dx=4\pi(1-2+\tfrac95)=16\pi/5$. Hence

$$
\sigma_{\rm rms}^2=\frac{4\pi nD^2}{15\,r_0^3}.
$$

A single Gaussian of this width has the $1/e$ time $\sqrt2/\sigma_{\rm rms}\propto n^{-1/2}$. That is your law. It replaces the average of exponentials by the exponential of an average, and that average is governed by rare centres with a spin close to $r_0$.

**Q:** What does the true average do when there is an $r_0$?

**A:** The excluded ball is missing from the integral in (1), so

$$
\ln\langle L\rangle=-\Gamma t+n\int_{r<r_0}d^3r\,[1-\cos(at)] .
$$

For $t\ll r_0^3/D$ all phases outside the ball are small, and the average does start as $\exp(-\sigma_{\rm rms}^2t^2/2)$. For $t\gg r_0^3/D$ the cosine inside the ball oscillates rapidly and averages out, leaving

$$
\ln\langle L\rangle\approx-\Gamma t+\frac{4\pi}{3}nr_0^3 . \tag{5}
$$

In a dilute bath $nr_0^3\ll1$, so hardly any signal is lost during the Gaussian start.

**Q:** Put numbers to it.

**A:** Take the free-electron $g$ factor, which gives $D=327\ \mathrm{rad\,nm^3\,\mu s^{-1}}$, and choose $n=10^{-3}\ \mathrm{nm^{-3}}$, that is $10^{18}\ \mathrm{cm^{-3}}$. From (2),

$$
\Gamma=2.5325\times326.98\times10^{-3}=0.828\ \mathrm{\mu s^{-1}},
$$

so the ensemble $1/e$ time is $1/\Gamma=1.21\ \mathrm{\mu s}$. The full width at half maximum is $2\Gamma$ in angular frequency, or $\Gamma/\pi=0.264$ MHz.

For $r_0=1$ nm, $\sigma_{\rm rms}=326.98\sqrt{4\pi\times10^{-3}/15}=9.46\ \mathrm{\mu s^{-1}}$. The second-moment estimate of the decay time is $\sqrt2/9.46=0.149\ \mathrm{\mu s}$, about eight times too short. The Gaussian start belongs to times well below $r_0^3/D=3.1$ ns. In (5) the offset is $0.0042$, so the true time is $1.0042/0.828=1.21\ \mathrm{\mu s}$.

For $r_0=2$ nm the estimate moves to $0.423\ \mathrm{\mu s}$, while the true time becomes $1.0335/0.828=1.25\ \mathrm{\mu s}$. The estimate follows $r_0$; the true decay time barely notices it.

**Q:** And if I pick out single centres?

**A:** Their Gaussian times $\sqrt2/\sigma$ are distributed as $\sqrt2\,|Z|/\Gamma_G$, with $\Gamma_G=0.661\ \mathrm{\mu s^{-1}}$. A quarter lie below $0.68\ \mathrm{\mu s}$, half below $1.44\ \mathrm{\mu s}$ and three quarters below $2.46\ \mathrm{\mu s}$. These times describe the initial curvature and need not be the times at which the actual signals reach $1/e$. Their scale is $1/n$, so even the typical single-centre width is linear in concentration.

**Q:** Is my picture ever right?

**A:** For the ensemble average it is nearly right in a dense bath, provided that the bath spins still stay frozen during the decay. Put spins on a lattice, each site being occupied with probability $f$. The average is then a product over sites,

$$
\langle L\rangle=\prod_{\rm sites}\left[1-f+f\cos(a_jt)\right].
$$

While the phases are small, each factor has the logarithm $-fa_j^2t^2/2$, so the exponent is quadratic in $t$ and the rate goes as $\sqrt f$. If $f$ is near 1, the signal is lost before the phases grow large. If $f\ll1$, the signal survives until many near sites have large phases, and the dilute law takes over.

I evaluated the product for a simple cubic lattice of spacing $d$. The field was tilted by 0.4 rad from one cube axis, with azimuth 0.3 rad from another. Sites within 40 spacings were summed and the rest integrated. The rate is the inverse of a time at which the signal equals $1/e$; at $f=0.01$ there is more than one such time, as discussed below. The exponent is the power of $t$ in $-\ln\langle L\rangle$ between half the $1/e$ time and the $1/e$ time.

| $f$ | rate$/f$ in $D/d^3$ | exponent |
|---|---|---|
| 0.0001 | 2.54 | 1.01 |
| 0.001 | 2.50 | 1.01 |
| 0.01 | 2.46 | 0.91 |
| 0.1 | 2.89 | 1.66 |
| 0.5 | 1.52 | 2.03 |
| 1 | 1.09 | 2.06 |

The dilute rows approach the coefficient 2.53 of (2). Between $f=0.5$ and $f=1$ the rate grows as $f^{0.52}$, close to your square root. The dense rates themselves depend on the field direction: at $f=1$ the rate is 1.34 along a cube axis and 0.54 along a body diagonal, while the power of $f$ stays between 0.50 and 0.53.

**Q:** The passage between the limits is not smooth. At $f=0.01$ the exponent is below 1.

**A:** Near sites sit at discrete distances, so their cosines oscillate about the smooth law instead of blending into an integral. At $f=0.001$ the departure of $-\ln\langle L\rangle$ from the linear law, within 25% of the predicted $1/e$ time, has a root mean square of 0.009. It falls to 0.003 at $f=0.0001$. With the field along a cube axis it is 0.018 at $f=0.001$, made up of a larger oscillation and a mean offset of about $-0.011$ in this window. That offset belongs to the window: it varies slowly with time, being positive in earlier windows and negative, down to about $-0.04$, in later ones up to three times the $1/e$ time. In all three dilute rows the signal is not monotonic near the $1/e$ time, and at $f=0.01$ it passes $1/e$ three times. The row in the table belongs to a later crossing; the first crossing gives rate$/f=2.72$ and exponent 1.11. The value 0.91 therefore depends on which crossing is used and should not be read as a decay law.

**Q:** So what must hold before I read a concentration from a measured exponential decay?

**A:** The derivation assumed spins 1/2, a centre detuned from the bath, a bath that is dilute, randomly placed, unpolarised and static during the decay, and pure point-dipole coupling. Clustering breaks the independence behind (1). Other sources of broadening add their own decay. The signal must also be an average over many centres: repeated runs on one centre, with the bath states redrawn between runs, return its own product of cosines, however long you average. When these conditions hold, $n=9\sqrt3\,\Gamma/(4\pi^2D)$, and doubling the concentration halves the decay time.
